\section*{Work-function change from a layer of adsorbed dipoles}

\section*{Problem}

At the onset of oxidation a clean metal surface takes up $N=5\times10^{18}$ adsorbates per square metre. Each carries an electric dipole moment of magnitude $\mu=1$ debye (D), normal to the surface, with its negative end facing vacuum. By how much does the work function change, and in which direction?

The $z$ axis points from the metal to the vacuum, and $e>0$ is the elementary charge. A dipole moment points from negative to positive charge, so each adsorbate has $p_z=-\mu$. The moment is the one present in the finished layer, and it includes the screening charge that the adsorbate draws to the metal surface. The layer is taken to be much wider than the distance at which the vacuum level is read.

\section*{A tempting solution}

Treat the layer as a uniform sheet of dipoles in the plane $z=0$, filling a disc of radius $R$. A dipole $p_z$ at distance $r$ from the axis produces, at height $z$ on the axis, the potential $p_z z/[4\pi\varepsilon_0(r^2+z^2)^{3/2}]$. A ring of width $dr$ holds $2\pi r N\,dr$ dipoles. With $p_z=-\mu$ and $z>0$,
\begin{align}
V(z)&=-\frac{N\mu}{4\pi\varepsilon_0}\int_0^R\frac{2\pi r z\,dr}{(r^2+z^2)^{3/2}}
=-\frac{N\mu z}{2\varepsilon_0}\left[-\frac{1}{\sqrt{r^2+z^2}}\right]_0^R \nonumber\\
&=-\frac{N\mu}{2\varepsilon_0}\left(1-\frac{z}{\sqrt{R^2+z^2}}\right).
\label{eq:disc}
\end{align}
Close to a wide layer, $z\ll R$, the bracket tends to one. An electron there has the potential energy $-eV=+eN\mu/(2\varepsilon_0)$, which is $0.94$ eV for the given numbers. The vacuum level has risen by this amount, so the work function has risen by $0.94$ eV.

\section*{Where it fails}

Equation~\eqref{eq:disc} is correct for a sheet of dipoles alone in space, and the sign of the answer is correct too. The fault is in the last sentence. The work function is a difference,
\begin{equation}
\Phi=E_{\mathrm{vac}}-E_{\mathrm F},
\end{equation}
where $E_{\mathrm{vac}}$ is the energy of an electron at rest just outside the surface and $E_{\mathrm F}$ is the Fermi level. The tempting solution follows the first term and forgets the second.

The potential in \eqref{eq:disc} is measured from a point infinitely far from the disc. On that scale the metal side does not stay at zero. The potential of a dipole sheet is odd in $z$, so just below the layer it is $+N\mu/(2\varepsilon_0)$, and the electron energies there are lowered by $eN\mu/(2\varepsilon_0)$. The Fermi level goes down with them, because its position relative to the mean electrostatic energy inside the metal is set by the bulk, which a surface layer leaves unchanged. The work function therefore changes by the whole step across the layer,
\begin{equation}
\Delta\Phi=-e\,\Delta V,\qquad \Delta V=V_{\mathrm{out}}-V_{\mathrm{in}},
\label{eq:dphi}
\end{equation}
where $V$ is the potential added by adsorption. The equal split between the two sides belongs to the free sheet. On a thick metal, extra screening charge, weak except near the rim of the layer, spreads over distances of order $R$ and shifts the potential on both sides of the layer together. The step across a wide layer, and with it $\Delta\Phi$, stays the same.

\section*{The right solution}

The step can be found without assuming that the dipoles are points. Let $\rho(z)$ be the change in charge density caused by adsorption, averaged over planes parallel to the surface. It contains the adsorbates and the screening charge of the metal. The lateral derivatives in Poisson's equation average to zero over a repeating layer, which leaves
\begin{equation}
\frac{d^2V}{dz^2}=-\frac{\rho(z)}{\varepsilon_0}.
\label{eq:poisson}
\end{equation}
The layer is neutral as a whole, $\int\rho\,dz=0$, and there is no added field deep in the metal. One integration of \eqref{eq:poisson} then shows that $dV/dz$ vanishes on both sides of the layer. The step follows by integration by parts:
\begin{align}
\Delta V&=\int\frac{dV}{dz}\,dz
=\left[z\frac{dV}{dz}\right]-\int z\,\frac{d^2V}{dz^2}\,dz \nonumber\\
&=0+\frac{1}{\varepsilon_0}\int z\rho(z)\,dz=\frac{Np_z}{\varepsilon_0}.
\end{align}
The last equality holds because $\int z\rho\,dz$ is the dipole moment per unit area. Only this first moment of the charge enters, not its detailed shape. With $p_z=-\mu$, equation~\eqref{eq:dphi} gives
\begin{equation}
\boxed{\Delta\Phi=+\frac{eN\mu}{\varepsilon_0}}
\label{eq:result}
\end{equation}
The sign has a direct meaning: an electron leaving the metal must climb towards the outer negative charge. Dipoles turned the other way lower the work function by the same amount.

One debye is $10^{-21}/c$ in C\,m, with $c$ in m/s, that is $3.33564\times10^{-30}$ C\,m. Hence
\begin{align}
N\mu&=(5\times10^{18}\ \mathrm{m^{-2}})(3.33564\times10^{-30}\ \mathrm{C\,m})
=1.66782\times10^{-11}\ \mathrm{C/m},\nonumber\\
\frac{N\mu}{\varepsilon_0}&=\frac{1.66782\times10^{-11}\ \mathrm{C/m}}{8.85419\times10^{-12}\ \mathrm{F/m}}=1.88\ \mathrm{V}.
\end{align}
The work function rises by $1.88$ eV, or $3.02\times10^{-19}$ J. In practical units the rise is $0.377$ eV for each debye and each $10^{18}$ adsorbates per square metre.

The independence of shape was tested by integrating \eqref{eq:poisson} numerically for two overlapping Gaussian charge layers of opposite sign. The positive one was centred at $-0.02$ nm with standard deviation $0.06$ nm, the negative one at $0.10$ nm with standard deviation $0.04$ nm, and their strength was set to give 1 D per adsorbate. The step was again $1.88$ eV.

\section*{When the factor one half is right}

The half returns legitimately if the dipole moment is defined differently. Let each adsorbate be a charge $-q$ at height $d$ above a perfectly conducting plane $z=0$. Outside the metal, the screening charge acts like an image charge $+q$ at $-d$. The averaged charges form two sheets, $-Nq$ at $d$ and $+Nq$ at $-d$. Between them each sheet contributes a field $Nq/(2\varepsilon_0)$ along $+z$, so that
\begin{equation}
E_z=\frac{Nq}{\varepsilon_0},\qquad
V_{\mathrm{out}}-V(0)=-\int_0^d E_z\,dz=-\frac{Nqd}{\varepsilon_0}.
\end{equation}
Beyond $d$ the two contributions cancel and the potential stays constant. The metal surface is at $V(0)=0$ by symmetry.

The real screening charge sits at the surface, not at $-d$. The real moment is therefore $\mu=qd$, and \eqref{eq:result} is recovered. If the charge and its fictitious image are counted together, the moment is $\mu_{\mathrm{im}}=2qd$ and the same step reads
\begin{equation}
\Delta\Phi=\frac{eN\mu_{\mathrm{im}}}{2\varepsilon_0}.
\end{equation}
Here the half is correct because the metal lies at the midplane of the fictitious pair, where the potential is zero. A value of 1 D quoted in this second convention would give $0.94$ eV. The convention must be known before a dipole moment is inserted or extracted.

For $d=0.10$ nm, a moment of 1 D requires $q=0.208\,e$, and the mean field between surface and charge is $1.88\ \mathrm{V}/0.10\ \mathrm{nm}=188$ MV/cm. A direct Coulomb sum over discrete charges and images on a square array, extrapolated to a wide layer, gives $1.88$ eV at a height of four array spacings. Repeating it with $d=0.05$ and $0.15$ nm at fixed moment changes the step by less than $0.04\,\%$.

\section*{Where the vacuum level may be read}

Adsorbates are discrete, so the potential close to them varies along the surface. Take a square array of spacing $a=N^{-1/2}=0.447$ nm. A sheet of charge with lateral wave vector $\mathbf G\neq0$ and amplitude $\sigma_G$ produces a potential that satisfies Laplace's equation on either side, hence $V_G\,e^{-G|z-z_0|}$. The slope jumps by $-2GV_G$ at the sheet, and Poisson's equation requires this to equal $-\sigma_G/\varepsilon_0$, so $V_G=\sigma_G/(2\varepsilon_0G)$. For the array, every $\sigma_G$ is $-Nq$ at $z_0=d$ and $+Nq$ at $z_0=-d$. Above the charges the electron energy has the components
\begin{equation}
U_G=\frac{eNq}{2\varepsilon_0G}\left[e^{-G(z-d)}-e^{-G(z+d)}\right]
=\frac{eNq}{2\varepsilon_0G}\,2\sinh(Gd)\,e^{-Gz}.
\end{equation}
The four shortest wave vectors have $G=2\pi/a$. Their phase factors add to $+4$ above an adsorbate and to $-4$ above the hollow between four adsorbates. To leading order the difference is
\begin{equation}
U_{\mathrm{top}}-U_{\mathrm{hollow}}\simeq
8\,\frac{eNq}{2\varepsilon_0G}\,2\sinh(Gd)\,e^{-Gz}.
\end{equation}
With $d=0.10$ nm this is $38$ meV at $z=a$, in agreement with the direct Coulomb sum, and $0.07$ meV at $z=2a$. Thus the potential added by this ordered layer is flat along the surface, for practical purposes, from about $0.9$ nm outwards. An electron at rest there has not yet reached the vacuum level, because the attraction to its own image, $-e^2/(16\pi\varepsilon_0 z)$, is still $-0.40$ eV at $z=2a$. In this model that term is the same with and without the layer and drops out of $\Delta\Phi$. There is also an outer limit: by \eqref{eq:disc}, the potential of a finite disc fades once $z$ is no longer small compared with $R$.

\section*{If 1 D is the moment of an isolated adsorbate}

Equation~\eqref{eq:result} needs the moment in the finished layer. Suppose instead that 1 D is the moment $\mu_0$ of a single adsorbate on the surface, with polarizability volume $\alpha$. Like $\mu_0$, this $\alpha$ is the effective value on the surface: it already contains the response of the adsorbate to its own image. A neighbour treated as a point dipole with $p_z=-\mu$, which is an approximation at these short spacings, produces at lateral distance $r$ the normal field $-p_z/(4\pi\varepsilon_0r^3)=+\mu/(4\pi\varepsilon_0r^3)$, which opposes the original moment. Summed over the square array,
\begin{equation}
E_z=\frac{k\mu S}{4\pi\varepsilon_0a^3},\qquad
S=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}}=9.03.
\end{equation}
Here $k=1$ if the images of the neighbours are ignored. If the dipoles lie at the image plane, each neighbour's image coincides with it and has the same direction, which gives $k=2$. The induced moment is $4\pi\varepsilon_0\alpha E_z$, so
\begin{equation}
-\mu=-\mu_0+\frac{k\alpha S}{a^3}\mu
\quad\Longrightarrow\quad
\mu=\frac{\mu_0}{1+k\alpha S/a^3}.
\label{eq:topping}
\end{equation}
For a round value $\alpha=1$ cubic angstrom, $\alpha/a^3=0.01118$ and $\alpha S/a^3=0.101$. The moment is multiplied by $0.908$ for $k=1$ and by $0.832$ for $k=2$, and the work function rises by $1.71$ or $1.57$ eV instead of $1.88$ eV. These are two limiting models, not strict bounds. The effective $\alpha$ can be well above the free one: for a point dipole at height $d$ its own image multiplies a free value $\alpha_0$ by $1/(1-\alpha_0/4d^3)$, which for 1 cubic angstrom is $1.33$ at $d=0.10$ nm and diverges at $d=0.063$ nm. The case $k=2$ therefore has a meaning only with the effective value.

Since $a^{-3}=N^{3/2}$, the correction vanishes at low coverage, where $\Delta\Phi$ is proportional to $N$, and bends the curve downwards as the layer fills. If $\mu_0$, $\alpha$ and the square arrangement are held fixed, $\Delta\Phi\propto N/(1+bN^{3/2})$ with $b=k\alpha S$. Its derivative is proportional to $1+bN^{3/2}-\tfrac32bN^{3/2}$ and vanishes at $bN^{3/2}=2$. In the present example $bN^{3/2}$ is $0.10$ for $k=1$ and $0.20$ for $k=2$, so the layer is far below that maximum. With these parameters the maximum would need $2.3\times10^{19}$ adsorbates per square metre or more, beyond one adsorbate per surface atom on the tungsten face considered below.

\section*{Oxygen on tungsten}

The given density suits oxygen on the (100) face of tungsten. With a rough lattice constant of $0.32$ nm, it corresponds to $0.51$ monolayer, and the spacing of $0.447$ nm is close to the $0.45$ nm of a c(2$\times$2) array. The ordered array is a model choice, not a statement about the real oxygen structure. Starting from a rough clean work function of $4.6$ eV, the model gives about $6.5$ eV. This illustrates the formula and is not a prediction for a real oxygen layer, whose moment per adsorbate must be measured or calculated. By \eqref{eq:result}, a rise of 1 eV at this density would correspond to about $0.53$ D per adsorbate.

One assumption that may fail as oxidation begins is that all moments are equal. Suppose that a fraction $f$ of the oxygen moves below the outermost metal atoms and that its moment is reversed at unchanged magnitude. At fixed total density,
\begin{equation}
\Delta\Phi=\frac{eN\mu}{\varepsilon_0}\left[(1-f)-f\right]=(1-2f)\,\frac{eN\mu}{\varepsilon_0}.
\end{equation}
For $f=0.10$ the rise drops to $1.51$ eV, and a Coulomb sum with every tenth moment reversed gives the same value. If the buried oxygen were instead fully screened and contributed nothing, the factor would be $1-f$ and the rise $1.70$ eV. A falling work function during oxygen uptake therefore need not mean that oxygen is leaving the surface, and a work-function change alone does not fix the coverage.

\section*{Computed values}
\begin{verbatim}
adsorbate density: 5.0e+18 m^-2
dipole moment: 1.0 D
dipole moment in SI: 3.33564e-30 C m
vacuum permittivity: 8.85419e-12 F/m
work-function change, formula: +1.8837 eV
work-function change in joule: +3.018e-19 J
change per debye and per 1e18 m^-2: 0.3767 eV
change from Poisson integration: +1.8837 eV
change from charge-image sum: +1.8837 eV
W lattice constant (rough): 0.32 nm
coverage on W(100) (rough): 0.51 monolayer
square-array spacing: 0.447 nm
c(2x2) spacing on W(100) (rough): 0.45 nm
clean work function (rough): 4.6 eV
covered work function (rough): 6.5 eV
chosen charge height: 0.10 nm
charge per adsorbate at that height: 0.208 e
mean field inside layer: 188 MV/cm
top-hollow difference at z = a, sum: 38.4 meV
same, formula: 38.4 meV
same at z = 2a, formula: 0.072 meV
square-lattice dipole sum S: 9.0336
chosen polarizability volume: 1.0 cubic angstrom
alpha/a^3: 0.01118
depolarization factor, k = 1: 0.908
depolarized change, k = 1: +1.71 eV
depolarization factor, k = 2: 0.832
depolarized change, k = 2: +1.57 eV
reversed fraction: 0.10
change with reversed moments, formula: +1.507 eV
change with reversed moments, sum: +1.507 eV
\end{verbatim}
